# Conservative Implicit Drift-Diffusion for Ions and Electrons at Perovskite Contacts

## The physical problem

A voltage is switched on across a halide perovskite layer between two metals. Electrons cross a 400 nm layer in about $L^2/D_n\approx 6$ ns, yet the current goes on changing for seconds, because positively charged vacancies drift towards the cathode and reshape the potential that the electrons must cross. A simulation must cover both time scales, resolve charge layers a few nanometres thick, and neither create nor lose ions, since the metals are assumed to block them.

Let the layer occupy $0<x<L$. It contains mobile positive vacancies of density $P$, an immobile uniform negative background $N_0$ equal to the mean of $P$, and electrons of density $n$. Both contacts hold $n$ at $n_0=N_c e^{-\phi_B/kT}$, where $\phi_B$ is the electron barrier. Holes, recombination, site filling and barrier lowering are left out at first.

We measure potential in $kT/q$, densities in $N_0$, length in $\lambda=\sqrt{\varepsilon kT/(q^2N_0)}$ and time in $\lambda^2/D_{\rm ion}$. From here on $L$, $n_0$ and $x$ carry these units unless a unit is written. With $r=D_n/D_{\rm ion}$ and $v=qV/kT$,

$$P_t=(P'+P\phi')',\qquad n_t=r(n'-n\phi')',\qquad -\phi''=P-1-n,$$

with $\phi(0)=0$ at the cathode, $\phi(L)=v$ at the anode, and $P'+P\phi'=0$ at both walls.

## The discrete step

Nodes $x_i$ have spacings $d_i=x_{i+1}-x_i$ and cells of width $h_i=(d_{i-1}+d_i)/2$; the wall cells are half cells. On one edge take the ion flux $F=-(P'+P\phi')$ as constant and the potential as linear, with difference $\Delta=\phi_{i+1}-\phi_i$. Multiplying by $e^{\phi}$ gives $(Pe^{\phi})'=-Fe^{\phi}$. Integration over the edge yields

$$P_{i+1}e^{\Delta}-P_i=-F\,d_i\frac{e^{\Delta}-1}{\Delta},$$

$$F_{i+1/2}=\frac{P_iB(\Delta)-P_{i+1}B(-\Delta)}{d_i},\qquad B(y)=\frac{y}{e^y-1},$$

where $B(-y)=e^yB(y)$ was used. Zero flux gives $P_{i+1}/P_i=e^{-\Delta}$, the Boltzmann ratio, on any mesh. The electron flux $G$ follows by reversing the sign of $\Delta$. A backward Euler step of length $\tau$ reads

$$h_i(P_i-P_i^{\rm old})+\tau(F_{i+1/2}-F_{i-1/2})=0,$$

$$h_i(n_i-n_i^{\rm old})+r\tau(G_{i+1/2}-G_{i-1/2})=0,$$

together with Gauss's law at the interior nodes, all at the new time.

**Inventory.** Summed over all cells, each interior ion flux appears once with each sign and the wall fluxes vanish, so $\sum h_iP_i=\sum h_iP_i^{\rm old}$. The same cancellation holds for the derivatives of the fluxes in Newton's method. The sum of the linearised ion rows is therefore

$$\sum_i h_i\,\delta P_i=-\sum_i h_i(P_i-P_i^{\rm old}).$$

Starting from $P^{\rm old}$, the right side is zero, and every Newton iterate keeps the inventory, converged or not. In floating-point arithmetic each edge flux should be computed once and used in both cells. One unconverged sweep at the full bias of the example below, with $\tau=1$, left a relative inventory error of $2\times10^{-15}$.

**Positivity.** For given $\phi$ the ion equations are linear in $P$. Their matrix has negative off-diagonal entries between neighbours, and its column sums are $h_i>0$. It is thus a column-dominant M-matrix with a non-negative inverse, and positive old densities give positive new ones. The electron matrix has the same structure, with non-negative contributions from the contacts. Any solution of the coupled step is therefore positive, although intermediate Newton values of $P$ need not be.

**Iteration.** One sweep makes a banded Newton step for $(\phi,P)$, with $n$ replaced by $n(1+\delta\phi)$ in Gauss's law, and then solves the tridiagonal electron equations at the new potential. The factor $1+\delta\phi$ is the linearised Boltzmann response. Sweeps stop when the changes in $\phi$ and $P$ fall below $10^{-9}$ and $10^{-8}$; a step that does not converge is split in two. Convergence of this iteration is not proved here. In the example no step needed more than four sweeps.

## Stability at any step length

Suppose $v=0$, and let stars denote equilibrium with the same ion inventory. Write $u$ for either density, $z=1$ for ions and $z=-1$ for electrons, and $\psi=\phi-\phi^*$. Define

$$\mathcal G=\sum_{u}\sum_i h_i\Big[u_i\ln\frac{u_i}{u_i^*}-u_i+u_i^*\Big]+\frac12\sum_i\frac{(\psi_{i+1}-\psi_i)^2}{d_i}.$$

Both parts are convex, so the change of $\mathcal G$ in one step is at most its derivative at the new state times the change of state. Since $\psi=0$ at the walls, summation by parts and Gauss's law turn the field part into $\sum_i h_i\psi_i\sum_u z(u_i-u_i^{\rm old})$. Hence

$$\mathcal G-\mathcal G^{\rm old}\le\sum_u\sum_i h_i\mu_i(u_i-u_i^{\rm old}),\qquad \mu=\ln\frac{u}{u^*}+z\psi.$$

Insert the step equations and sum by parts again. The ion flux vanishes at the walls and the electron $\mu$ vanishes there, so no boundary terms remain:

$$\mathcal G-\mathcal G^{\rm old}\le\tau\sum_u D_u\sum_i F^u_{i+1/2}(\mu_{i+1}-\mu_i),$$

with $D_u=1$ for ions and $r$ for electrons. At equilibrium $\ln u^*+z\phi^*$ is constant, so $\mu$ differs from $m=\ln u+z\phi$ by a constant. The fitted flux can be written

$$F^u_{i+1/2}=\frac{B(z\Delta)e^{-z\phi_i}}{d_i}\left(e^{m_i}-e^{m_{i+1}}\right),$$

which has the opposite sign to $m_{i+1}-m_i$. Every term is non-positive, whatever $\tau$ is. The proof needs contacts in mutual equilibrium; under bias the electrodes supply work and this $\mathcal G$ need not fall.

A test layer with strong electron charge ($L=12$, $n_0=0.1$, $r=50$) was settled at $v=3$ and returned to $v=0$. With steps growing tenfold from $10^{-3}$ to $10^3$, $\mathcal G$ fell from 1.60 to $7\times10^{-9}$ without rising.

The scheme also has a uniform total current. Subtract Gauss's law at the old time from that at the new time, divide by $\tau$, and insert the two continuity equations. With $E=-\Delta/d$ on each edge, the combination

$$F-rG+\frac{E-E^{\rm old}}{\tau}$$

is then the same on every edge. During a transient of the same test layer it varied by a relative $5\times10^{-11}$.

## Debye layers and an exact benchmark

When the ions have settled under bias, zero flux gives $P=P(0)e^{-\phi}$. The steady electron flux towards the anode is $j=n\phi'-n'$, so $(ne^{-\phi})'=-je^{-\phi}$. Integrate across the layer and use the inventory $\int P\,dx=L$, which means $\int e^{-\phi}dx=L/P(0)$:

$$n_0(1-e^{-v})=\frac{jL}{P(0)}\quad\Longrightarrow\quad jL=n_0[P(0)-P(L)].$$

Now let the electrons be so dilute that $\phi''=1-P$. Multiplying by $\phi'$ and using $P'=-P\phi'$ gives $\phi'\phi''=\phi'+P'$, hence

$$\tfrac12\phi'^2-\phi-P=\text{const}.$$

The inventory also gives $\phi'(L)-\phi'(0)=\int(1-P)dx=0$. The two wall fields are equal and cancel when the first integral is evaluated at both ends, leaving $P(0)-P(L)=v$. Therefore

$$j=\frac{n_0v}{L},\qquad\text{or}\qquad J=q\mu n_0\frac{V}{L}\ \text{ in ordinary units.}$$

This is also the current before the ions move, when the field is uniform and $n=n_0$ throughout. For dilute electrons, in the sense made precise below, redistribution leaves no trace in the final current of this model, for any thickness. Yet in a layer with $L\gg1$ and $L\gg\sqrt{2v}$ transport has changed from drift in a uniform field to mainly diffusion through a screened interior.

At large bias the depleted layer at the anode is about $\sqrt{2v}$ wide. If $L$ is much larger than both this width and 1, a neutral plateau with $P=1$ and $\phi=a$ separates the two layers. Let $d=v-a$ be the anode drop and $Q$ the wall value of $\phi'$. The first integral between each wall and the plateau gives

$$\frac{Q^2}{2}=e^a-a-1=e^{-d}+d-1,\qquad\text{so}\qquad e^a=v+e^{-d}.$$

At large bias the cathode ion density is about $vN_0$, and the length to resolve is $\lambda/\sqrt v$, not $\lambda$.

**When electrons are not dilute.** Keeping $n$ in Gauss's law and using $n\phi'=n'+j$, the same integration gives

$$P(0)-P(L)=v+jL-\bar\phi'\int n\,dx,$$

where $\bar\phi'$ is the mean of the two wall values. In a thick layer at large bias $\int n\,dx\simeq n_0vL/2$ and $\bar\phi'\simeq\sqrt{2v}$, so the relative correction to the dilute law is of order $n_0L\sqrt{v/2}$. This quantity must be small, not merely $n$. It is $9\times10^{-5}$ in the example below; with the same $L$ and $v$ but $n_0=10^{-3}$ the current is 13 per cent below the dilute law, although $n$ stays under 0.015. In the strongly charged layer at $v=3$ the scheme gives $j=0.01648$ and $P(0)=2.081$; an independent collocation solution of the differential equations agrees to these digits. The dilute law would give $0.1\times3/12=0.025$, so the computed current is a third below the dilute law, while $jL=n_0[P(0)-P(L)]$ still holds.

**When ions are lost.** Suppose a fraction $\delta$ of the ions disappears while the background stays fixed. Then $\int e^{-\phi}dx=(1-\delta)L/P(0)$ and $\phi'(L)-\phi'(0)=\delta L$. The first integral gives $P(0)-P(L)=v-\delta L\bar\phi'$, and

$$\frac{j}{n_0v/L}=\frac{1-\delta L\bar\phi'/v}{1-\delta}.$$

For the example below with $\delta=0.01$ this is 0.823, and the scheme gives 0.822. In this example a one per cent loss of ions lowers the settled current by 18 per cent.

## Spatial and temporal error

The exact relation for a steady electron flux on one edge contains $\int e^{-\phi}dx$; the fitted flux replaces $\phi$ by its linear interpolant. The difference is $\phi-\phi_{\rm lin}\simeq-\tfrac12\phi''(x-x_i)(x_{i+1}-x)$, whose edge average is $-\phi''d_i^2/12$. For a small potential change along the edge, the relative error of the scheme's integral is thus $-\phi''d_i^2/12$. At the cathode $\phi''\simeq-v$, which makes the error

$$\frac{v\,d_i^2}{12}=\frac{1}{12}\left(\frac{\text{cell size}}{\text{local Debye length}}\right)^2 .$$

The charge of the wall half cell, taken as $P(0)d_0/2$, has an error of leading size $|P'(0)|d_0^2/8$, also quadratic. These are consistency estimates, not a convergence proof.

The mesh $x=\frac L2[1+\tanh(2.5\xi)/\tanh2.5]$, with $\xi$ uniform on $[-1,1]$, concentrates cells at both walls. For the example's geometry and bias, with negligible electron charge, the settled current differs from the exact law by $-0.97$, $-0.25$ and $-0.06$ per cent for 100, 200 and 400 cells. The observed order is 2.00. A uniform mesh of 68 cells has spacing $400/68=5.9$ nm, about one bulk Debye length but 4.4 local ones. The edge estimate is then $4.4^2/12=1.6$, outside its range of validity, and the current is 51 per cent too low.

In time, $[u(t)-u(t-\tau)]/\tau=u_t-\tfrac12\tau u_{tt}+\dots$, a first-order error. The ion charge stored in the cathode half of the layer at 0.65 s, computed with 100, 200 and 400 steps, changed by amounts in the ratio 1.97, close to the expected 2.

**Relaxation time.** Near zero bias put $P=1+c$. Linearising gives $c_t=c''-c$. The slow odd mode is $c=A\sinh(ky)e^{-st}$ with $y=x-L/2$ and $k^2=1-s$. Its potential, zero at both walls, is

$$\tilde\phi=\frac{A}{k^2}\left[-\sinh ky+\frac{2y}{L}\sinh b\right]e^{-st},\qquad b=\frac{kL}{2}.$$

The wall condition $c'+\tilde\phi'=0$ becomes $(k-1/k)\cosh b+2\sinh b/(k^2L)=0$. Multiplication by $k/\cosh b$ gives

$$s=1-k^2=\frac{\tanh b}{b}.$$

For $L\gg1$, $s\simeq2/L$, a relaxation time $\lambda L/(2D_{\rm ion})$ in ordinary units. Backward Euler multiplies this mode by $1/(1+s\tau)$ per step, so $s$ can be extracted from computed steps without time error. The result is 0.02971, against 0.02972 from the formula.

## A worked transient

Take rough values in the regime of methylammonium lead iodide: thickness 400 nm, relative permittivity 24, $N_0=10^{18}$ cm$^{-3}$, $D_{\rm ion}=10^{-11}$ cm$^2$/s, electron mobility 10 cm$^2$/Vs, barrier 0.4 eV and 300 K. An effective mass of $0.2\,m_e$ gives $N_c=2.24\times10^{18}$ cm$^{-3}$ and $n_0=4.28\times10^{11}$ cm$^{-3}$. The bias steps from 0 to 0.5 V, starting from uniform ions. Then

$$\lambda=5.86\ \text{nm},\qquad \frac L\lambda=68.3,\qquad v=\frac{0.5}{0.02585}=19.3,$$

$$J_0=(1.602\times10^{-19})(10)(4.28\times10^{11})\frac{0.5}{4\times10^{-5}}\ \text{A/cm}^2=8.57\ \text{mA/cm}^2.$$

The small-signal relaxation time at zero bias is 1.15 s; about the settled state at 0.5 V it is only 0.39 s, because the depleted anode layer has a smaller capacitance. On 200 cells the current rises from 8.57 to 26.2 mA/cm$^2$ at 0.62 s, then returns to 8.55 mA/cm$^2$ by 13.7 s. The final deficit of 0.25 per cent matches the mesh error found above. The peak carries an error of similar size: converged in mesh and step it is 26.3 mA/cm$^2$, at the same time. The cathode layer drops $\ln(19.3)\times0.02585=0.077$ V and the anode layer the other 0.42 V. The wall ion density is $1.9\times10^{19}$ cm$^{-3}$, and the local Debye length 1.33 nm; the smallest cell is 0.14 nm. The largest ion step, 0.20 s, is about 20,000 times the explicit diffusion estimate $d^2/(2D_{\rm ion})$ for that cell.

The overshoot can be estimated for thin layers. Let $v_b$ be the drop across the neutral bulk, so that $v=a+d+v_b$, and let $Q$ be the layer charge. With an ion flux present, $\phi'\phi''=\phi'+P'+F$. Taking $F$ at its bulk value $-v_b/L$ throughout and $P(0)\simeq e^a$, integration from wall to bulk gives

$$\frac{Q^2}{2}+\frac{Qv_b}{L}=e^a-a-1=e^{-d}+d-1 .$$

In $\int e^{-\phi}dx$ the bulk contributes $e^{-a}L(1-e^{-v_b})/v_b$. If $e^{-\phi}$ is taken as proportional to $P$ within the layers, they add $e^{-a}Q$ at the cathode and $-e^{-a-v_b}Q$ at the anode. This proportionality is exact only without an ion flux, so these two terms are rough during the transient. Dropping $e^{-v}$ against 1,

$$\frac{j}{j_0}\simeq\frac{e^a}{v(1-e^{-v_b})(1/v_b+Q/L)},\qquad e^a=v-v_b+e^{-d}.$$

Early on $e^a\simeq1$; at the end $v_b=0$; both limits give 1. In between, accumulated ions have already raised the bulk electron density, by a factor of up to $e^a$, while a bulk field still drives it. The maximum of the estimate is 3.26, against 3.06 from the scheme, an excess of 7 per cent. Without the $Q/L$ term it would be near $v/4=4.8$, so the finite layer charge matters even at $L/\lambda=68$.

## What a real contact changes

Ion densities and diffusivities in these materials are uncertain by orders of magnitude, and a device may have transport layers between perovskite and metal, so the times and currents above describe the model. The model also treats the ions as a smooth charge. Their mean spacing is 10 nm in the bulk and 3.7 nm at the cathode wall density, more than the Debye lengths of 5.86 and 1.33 nm at these places, so a real layer would be laterally uneven and the computed profile is only a mean-field estimate. A further omission is the image force, which lowers the electron energy at distance $x$ from the cathode by $kT\alpha/x$ with $\alpha=q^2/(16\pi\varepsilon_\infty kT)$. For an assumed relative optical permittivity of 5, $\alpha$ is 2.8 nm, or 0.476 in units of $\lambda$. In a uniform field $E$ the barrier top falls by $\sqrt{qE/(4\pi\varepsilon_\infty)}$ in volts. This is 0.019 eV at the start, and it would be 0.084 eV if the final cathode field of 0.245 MV/cm extended far from the metal. The field falls off within the cathode layer, so the actual lowering is smaller, about 0.065 eV. More importantly, the height of the barrier top does not set the current. The current depends on $\int e^{-\phi}dx$ over the whole layer, and after settling most of this integral comes from the screened interior, where the image force is weak. Multiplying the contact density by $e^{0.084\,{\rm eV}/kT}$ would therefore be wrong. In the drift-diffusion current the image energy replaces $\int e^{-\phi}dx$ by $\int e^{-\phi-\alpha/x}dx$.

At the start $\phi=vx/L$, and for large $v$ the new integral is $(L/v)\,zK_1(z)$, where $K_1$ is a modified Bessel function and $z=2\sqrt{\alpha v/L}=0.73$ is the lowering in units of $kT$. Since $zK_1(z)=0.72$, the initial current rises by a factor of 1.4.

If the image force on the ions themselves is neglected, $e^{-\phi}$ is still proportional to $P$ after settling, so the integral loses the fraction $\frac1L\int P(1-e^{-\alpha/x})dx$. Write $P=(P-1)+1$. The first part contributes at most the layer charge $Q=5.55$. The second contributes at most $\alpha[1+\ln(L/\alpha)]=2.84$, because $1-e^{-\alpha/x}$ is below both 1 and $\alpha/x$. The loss is thus below $8.4/68.3$, or 12 per cent, and the settled current rises by less than 15 per cent. Integration over the settled profile gives a rise of 11 per cent, or 12 per cent if the image in the anode is included. With the image force the settled current would be about 0.8 of the initial one, instead of equal to it.

Other omissions can be sized too. Thermally assisted tunnelling in a uniform field at the final value would multiply thermionic emission by about eight in the WKB approximation, and by about 3.4 in the settled potential, whose field decays within the cathode layer; the factor 1.74 in the numerical output is only the exponential part, without its prefactor. Even so, emission hardly limits the current here: the electron supply velocity needed at the peak is 6 per cent of the thermal limit, so a finite emission velocity without tunnelling would lower the peak current by about 6 per cent and the initial and final currents by about 2 per cent. Ions fill 0.2 per cent of an assumed $1.2\times10^{22}$ sites per cm$^3$ at the cathode. Holes and degeneracy are negligible for a 1.6 eV gap and these barriers. At 330 K, an assumed ionic activation energy of 0.5 eV would speed the ions up by a factor of 5.8. The remaining values are in the numerical output. Its lines on an image factor multiply the contact density by $e^{\text{lowering}/kT}$ and, for the reason given above, do not describe the current of this layer.

## Computed values

```
Temperature 300 K, kT/q 0.02585 V, bias 0.5 V = 19.34 kT/q
Thickness 400 nm, permittivity 24, optical 5
Mean vacancy density 1.0e+18 cm^-3, D_ion 1.0e-11 cm2/s
Mobility 10 cm2/Vs, barrier 0.4 eV, gap 1.6 eV
Effective mass 0.2 m_e, Nc 2.244e+18 cm^-3, n0 4.280e+11 cm^-3
Debye length 5.856 nm, L/Debye 68.31
Time unit 0.0343 s, D_el/D_ion 2.585e+10
Smallest, largest cell 0.138, 5.07 nm (200 cells)
Local Debye length at cathode 1.333 nm
Settled-current error, 100/200/400 cells: -9.73e-03, -2.46e-03, -6.18e-04
Observed mesh order 2.00
Error on uniform mesh, 68 cells: -0.511
Current ratio with 1% ions lost: 0.8215, law 0.8231
Inventory error after one raw sweep 2.3e-15
Relaxation rate solver 0.02971, theory 0.02972 (scaled)
Relaxation time 1.154 s, thin-layer estimate 1.171 s
Strong coupling flux: scheme 0.01648, collocation 0.01648 (scaled)
Strong coupling wall ions: 2.0808, 2.0808 (N0)
Total-current spread 4.7e-11
Free energy by step (scaled): 1.60e+00 1.60e+00 1.58e+00 1.50e+00 1.02e+00 1.13e-01 2.62e-04 6.65e-09
Time-step error ratio on halving 1.97
Largest inventory drift in transient 2.2e-16
Most sweeps in one step 4
Explicit ion step limit 9.54e-06 s, largest step used 0.204 s
Initial current 8.5706 mA/cm2, q mu n0 V/L 8.5710 mA/cm2
t = 0.119 s: current 13.3827 mA/cm2, cathode field 0.0531 MV/cm
t = 0.652 s: current 26.1745 mA/cm2, cathode field 0.1777 MV/cm
t = 3.038 s: current 8.6474 mA/cm2, cathode field 0.2447 MV/cm
t = 13.715 s: current 8.5494 mA/cm2, cathode field 0.2449 MV/cm
Peak current 26.224 mA/cm2 at 0.622 s
Peak/initial: solver 3.060, lumped estimate 3.261
Peak/initial with half as many steps 3.059
Final/initial current 0.99752
Cathode drop 0.0765 V (theory 0.0766 V), anode drop 0.4235 V
Wall ion density: cathode 1.929e+19, anode 7.69e+10 cm^-3
Final cathode field, theory 0.2448 MV/cm
Image lowering: start 0.0190 eV, end 0.0840 eV
Image factor on current: start 2.08, end 25.75
With image factor: max/initial 25.71, final/initial 12.33
Tunnelling factor at final field 1.74
Supply velocity at peak 3.82e+05, thermal limit 6.02e+06 cm/s
Site filling at cathode 1.61e-03
Largest n/Nc 3.08e-06, hole/electron bound 2.5e-08
Ion speed-up 300 to 330 K at 0.5 eV activation 5.80
```
